# Why angular grids can be pruned near nuclei: two exponentials

A density-functional calculation with atom-centred quadrature, the usual choice for local basis sets, evaluates its exchange-correlation energy on spherical shells of points around each nucleus. Someone has to decide how many points each shell receives. Giving every shell the same angular rule is safe if the rule suits the most demanding shell, but it can spend many points on shells where they change the energy very little. Pruning assigns smaller rules to some shells. To do this safely one must know which shells are undemanding, and why.

The starting point is that a neighbour at distance $R$ contributes a degree-$l$ angular component proportional to $(r/R)^l$ on a shell of radius $r$. For the Coulomb potential of a point charge this is an identity when $r<R$. For sums of spherical atomic densities, and for energy densities that depend only on the local value of such a sum, it is a small-$r$ law with a prefactor that depends on $l$. It explains the inner shells. Two further ingredients shape the rest: a smooth partition of space greatly lowers the peak near $r=R$, and a tolerance on the absolute error makes the outer shells cheap.

## What a shell demands

Place nucleus A at the origin and its neighbour B at distance $R$. A point has distance $r$ from A and $s$ from B, and $t$ is the cosine of the angle between its position vector and the bond. With $x=r/R$,

$$s=R\sqrt{1-2xt+x^2}.$$

Consider an integrand $F(r,s)$, such as an energy density built from spherical atomic densities. On one shell it depends on $t$ alone, so

$$F=\sum_{l\ge0} g_l(r)P_l(t),\qquad g_l=\frac{2l+1}{2}\int_{-1}^{1}F\,P_l(t)\,dt .$$

The angular mean is $g_0$, and the shell contributes $4\pi r^2g_0$ per unit radius.

An angular rule has unit vectors $\mathbf u_k$ and weights $v_k$ that sum to one. If it integrates all polynomials up to degree $L$, its error in the mean is

$$\sum_k v_kF(\mathbf u_k)-g_0=\sum_{l>L}g_l\,q_l,\qquad q_l=\sum_k v_kP_l(\mathbf n\cdot\mathbf u_k),$$

where $\mathbf n$ is the bond direction and the series is assumed to converge absolutely. For positive weights $|q_l|\le1$, because $|P_l|\le1$. If the points come in pairs $\pm\mathbf u_k$ of equal weight, $q_l=0$ for odd $l$. The Lebedev rules used below have both properties. Hence, for odd $L$,

$$|\text{shell error}|\le 4\pi r^2\sum_{\substack{l>L\\ l\ \text{even}}}|g_l(r)| .$$

The needed degree $L(r)$ is defined here as the smallest odd $L\ge3$ for which this bound is below a chosen tolerance in energy per unit radius. It holds for every bond direction, so a particular orientation may do better.

## Why the neighbour looks smooth from A

Suppose $F$ is analytic in its two arguments near $r=0$, $s=R$. The factor $e^{-\alpha r}$ of A's own density qualifies: it has a cusp at A as a function of position, but it is a power series in $r$ and carries no angular dependence.

Write $s=R\sqrt{1+h}$ with $h=-2xt+x^2$. A typical term of $h^m$ is a number times

$$(xt)^j(x^2)^{m-j}=x^{2m-j}t^j,\qquad j\le m .$$

Since $j\le m$ implies $j\le 2m-j$, the power of $t$ never exceeds the power of $x$. Sums and products preserve this property. Expanding $F$ in powers of $r=xR$ and $s-R$ therefore gives a coefficient of $x^k$ that is a polynomial in $t$ of degree at most $k$. Such a polynomial is orthogonal to $P_l$ when $k<l$, so

$$g_l(r)=O\big((r/R)^l\big),\qquad r\to0 .$$

From close to A, the neighbour's density is a constant plus a gradient plus a curvature, and each further degree costs another power of $r/R$.

The prefactor follows from the terms $x^lt^l$. Set $y=xt$, so that $x^kt^j=x^{k-j}y^j$. Letting $x\to0$ at fixed $y$ keeps the terms with $k=j$, and in this limit $r\to0$ and $s\to R\sqrt{1-2y}$. If

$$F\big(0,R\sqrt{1-2y}\big)=\sum_l a_ly^l,$$

then $a_l$ is the coefficient of $x^lt^l$. The recurrence $(l+1)P_{l+1}=(2l+1)tP_l-lP_{l-1}$ shows that the leading coefficient of $P_l$ is $(2l-1)!!/l!$. Thus $t^l$ contains $P_l$ with coefficient $l!/(2l-1)!!$, and

$$g_l\to\frac{l!}{(2l-1)!!}\,a_l\left(\frac rR\right)^l .$$

For $F=1/s$ one has $a_l=(2l-1)!!/(l!\,R)$, which gives $x^l/R$. This agrees with the Legendre generating function $1/s=R^{-1}\sum_l x^lP_l(t)$, where the power law holds for all $r<R$. Other functions have other prefactors and corrections.

## One exponential in closed form

For $e^{-\alpha s}$ the components can be found at any $r<R$. Start from $G=e^{-\alpha s}/s$, which satisfies

$$(\nabla^2-\alpha^2)G=-4\pi\,\delta(\mathbf r-\mathbf R).$$

Write $G=\sum_lG_l(r)P_l(t)$. Away from $r=R$, with $u=\alpha r$, each $G_l$ obeys

$$g''+\frac2u g'-\frac{l(l+1)}{u^2}g=g .$$

Let $i_l$ be the solution regular at $u=0$ and $k_l$ the one decaying at infinity. Inserting power series fixes their first terms, once a normalization is chosen:

$$i_l=\frac{u^l}{(2l+1)!!}\Big[1+\frac{u^2}{2(2l+3)}+\dots\Big],\quad
k_l=\frac{(2l-1)!!}{u^{l+1}}\Big[1-\frac{u^2}{2(2l-1)}+\dots\Big].$$

The second form is meant for $l\ge2$; the leading term holds for all $l$, and $k_0=e^{-u}/u$.

Continuity at $r=R$ gives $G_l=C_l\,i_l(\alpha r)k_l(\alpha R)$ inside and $C_l\,i_l(\alpha R)k_l(\alpha r)$ outside. The angular delta function on the axis is $\sum_l(2l+1)P_l(t)/4\pi$, so the source for $G_l$ is $-(2l+1)\delta(r-R)/R^2$ and the slope $G_l'$ jumps by $-(2l+1)/R^2$. The radial equation makes $u^2(i_lk_l'-i_l'k_l)$ constant. Its small-$u$ value is

$$\frac{(2l-1)!!}{(2l+1)!!}\,[-(l+1)-l]=-1 .$$

With $z=\alpha R$, the jump condition becomes $-C_l\alpha/z^2=-(2l+1)/R^2$, hence $C_l=(2l+1)\alpha$.

Since $e^{-\alpha s}=-\partial G/\partial\alpha$, its components are

$$f_l=-(2l+1)\frac{\partial}{\partial\alpha}\big[\alpha\,i_l(\alpha r)k_l(\alpha R)\big].$$

The derivatives follow from factoring the radial equation:

$$\Big(\frac{d}{du}+\frac{l+2}{u}\Big)\Big(\frac{d}{du}-\frac lu\Big)g=g .$$

Applying $d/du-l/u$ to both sides shows that $(d/du-l/u)g$ solves the equation of degree $l+1$. For $g=i_l$ it is regular at $u=0$ and for $g=k_l$ it decays at infinity, so it is a multiple of $i_{l+1}$ or of $k_{l+1}$; the small-$u$ terms then identify it as $i_{l+1}$ for $g=i_l$ and $-k_{l+1}$ for $g=k_l$. In the second case, the factored equation itself then gives the derivative of $k_{l+1}$. Lowering its index by one,

$$i_l'=i_{l+1}+\frac lu i_l,\qquad k_l'=-k_{l-1}-\frac{l+1}{u}k_l\quad(l\ge1).$$

The derivative of the bracket is therefore

$$i_lk_l+\alpha r\,i_{l+1}k_l+l\,i_lk_l-\alpha R\,i_lk_{l-1}-(l+1)i_lk_l ,$$

where $i$ has argument $\alpha r$ and $k$ has argument $\alpha R$. The three terms in $i_lk_l$ cancel, leaving for $l\ge1$

$$f_l=(2l+1)\big[z\,i_l(\alpha r)k_{l-1}(z)-\alpha r\,i_{l+1}(\alpha r)k_l(z)\big].$$

For small $r$ the first term dominates:

$$f_l\to\frac{z^{l+1}k_{l-1}(z)}{(2l-1)!!}\left(\frac rR\right)^l .$$

Take $\alpha=4\ \text{Å}^{-1}$ and $R=1.2$ Å, so $z=4.8$. For $l=2$, $k_1=-k_0'=e^{-z}(1/z+1/z^2)$. Relative to $e^{-z}$, the neighbour's value at A, the law gives $(z^2+z)x^2/3=27.84\,x^2/3$, or $0.0928$ at $x=0.1$. The full formula gives $0.0934$. For $l=8$ it gives $1.7\times10^{-7}$ at $x=0.1$ and $0.061$ at $x=0.5$. The ratio is about $3.6\times10^5$, close to $5^8\approx3.9\times10^5$.

At fixed $x<1$ and large $l$, the leading terms of $i_l$ and $k_l$ give

$$f_l\simeq z\,x^l\left[\frac1{2l-1}-\frac{x^2}{2l+3}\right].$$

Their next terms multiply this by about $1-z^2(1-x^2)/(4l)$. At $x=0.5$ that predicts relative errors of $0.108$ for $l=40$ and $0.054$ for $l=80$; the computed ones are $0.109$ and $0.054$. Having $l$ large compared with $z^2(1-x^2)/4$ is needed for this large-$l$ form to give the size of $f_l$, but near $x=1$ it is not enough, and $l$ must also be large compared with $z$: the form is off by 14 % at $x=0.9$, $l=16$, and at $x=1$ by 35 % for $l=8$ and 12 % for $l=16$. The correction varies slowly with $l$, so the ratio of successive components is close to $r/R$ at lower degrees than the amplitude error suggests.

## The neighbour's cusp and the partition

At $r=R$ the geometric factor is one, and the large-$l$ expression becomes

$$f_l\simeq\frac{4z}{(2l-1)(2l+3)} .$$

The program tests this value at $l=60$ to within 3 %. The slow $l^{-2}$ decay comes from the cusp of $e^{-\alpha s}=1-\alpha s+\dots$ at B, through which this shell passes. An unpartitioned integrand would make that shell extremely expensive.

Atom-centred quadrature avoids this by writing $F=w_AF+w_BF$ with $w_A+w_B=1$, and integrating each part around its own nucleus. The Becke weight for two equal atoms is

$$w_A=\tfrac12\big[1-p(p(p(\mu)))\big],\quad \mu=\frac{r-s}{R},\quad p(\mu)=\tfrac32\mu-\tfrac12\mu^3 .$$

Because $p$ is odd, exchanging the atoms gives $w_B=1-w_A$. The weight is a polynomial in $r-s$, so $w_AF$ obeys the same power law near A as $F$.

Near A put $\mu=-1+\delta$. Then $p=-1+\frac32\delta^2-\frac12\delta^3$, and three iterations send $\delta$ to $\frac32\delta^2$, then $(\frac32)^3\delta^4$, then $(\frac32)^7\delta^8$ at leading order. Since $\delta=(r+R-s)/R\to x(1+t)$,

$$1-w_A\to\tfrac12\big(\tfrac32\big)^7\,[x(1+t)]^8 .$$

The partition is therefore very flat near A and adds little angular structure there.

Near B, oddness gives $w_A\to\frac12(\frac32)^7\delta'^8$ with $\delta'=(R-r+s)/R$. On the shell $r=R$ this is proportional to $s^8$, so the lowest odd power of $s$ in the weighted integrand is $s^9$ instead of $s$. The cusp is not removed completely, but it is made very weak.

## The model energy

The model density is the sum of two normalized exponentials,

$$n=\frac{\alpha^3}{8\pi}\big(e^{-\alpha r}+e^{-\alpha s}\big),$$

with the parameters above. It holds two electrons and is not a self-consistent molecular density. The integral is the spin-unpolarized local-density exchange energy, in atomic units

$$E_x=-\frac34\left(\frac3\pi\right)^{1/3}\int n^{4/3}\,d^3r .$$

The density is positive, so $n^{4/3}$ is analytic in $r$ and $s$ near A and the power law applies to the weighted integrand. The program tests the leading coefficient for this integrand at several degrees up to $l=10$.

With a tolerance of $10^{-3}$ eV/Å per shell, the needed degrees are:

| $r$ (Å) | $r/R$ | $L(r)$ | Lebedev points |
|---|---|---|---|
| 0.12 | 0.10 | 3 | 6 |
| 0.36 | 0.30 | 7 | 26 |
| 0.60 | 0.50 | 11 | 50 |
| 0.84 | 0.70 | 15 | 86 |
| 1.20 | 1.00 | 19 | 146 |
| 1.80 | 1.50 | 15 | 86 |
| 2.40 | 2.00 | 7 | 26 |
| 3.60 | 3.00 | 3 | 6 |

The trend of the rise on the left can be seen by writing the bound as $A(r/R)^{L+1}$ and, as a first guess, holding $A$ fixed. For a tolerance $\tau<A$,

$$L+1\approx\frac{\ln(A/\tau)}{\ln(R/r)} .$$

The denominator shrinks as $r$ approaches $R$, so the degree climbs. This gives only the trend, because $A$ is not constant. In the table, $(L+1)\ln(R/r)$ is 9.6, 8.3 and 5.7 at $r/R=0.3$, 0.5 and 0.7, and a fixed numerator of 8.3 would give $L+1\approx23$ at $r/R=0.7$ instead of 16. The estimate diverges at $r=R$, where the assumption of a purely geometric tail fails. Using the small-$r$ law with the actual coefficients $a_l$ of the weighted integrand does better: it returns the needed degree at $r/R=0.1$, 0.2, 0.3 and 0.5, gives 9 instead of 7 at 0.4, and gives 21 instead of 15 at 0.7.

The maximum is degree 19. On a scan in steps of 0.01 Å it is first needed at 1.08 Å and last needed at 1.42 Å; $L(r)$ need not stay at 19 at every radius in between. The shell through the bond midpoint, at 0.60 Å, needs degree 11. The demanding shells are those with $r$ comparable to $R$. They cross the partition surface $r=s$ at $t=R/(2r)$, where the density is still appreciable, and they pass near B; the calculation does not separate these two features as causes of the peak.

At a tolerance of $10^{-5}$ eV/Å the maximum is degree 37, between 1.20 and 1.22 Å. That narrowing onto $r=R$ would be natural if the residual $s^9$ singularity controlled the highest degrees, but this is a conjecture; the calculation does not isolate that term.

The partition's effect on the shell $r=R$ is clear. Summed over even $l$ from 30 to 120, the bound is 53 eV/Å without the weight and $3.9\times10^{-5}$ eV/Å with it. Without the weight $L(r)$ still rises to a peak at $r=R$ and falls beyond it, but the peak is far higher: 29 at $r/R=0.7$, 93 at 0.9, 181 at 0.95, 29 at 1.5 and 7 at 3. At $r=R$ itself the cusp gives $4\pi R^2|g_l|\approx c/l^2$ with $c\approx4.3\times10^3$ eV/Å. The even tail beyond $L$ is then about $c/(2L)$, and the tolerance would require $L\approx2\times10^6$.

## Why the outer shells become cheap

The fall beyond $R$ has a different cause. For $r\gg R$, $s=r-Rt+O(R^2/r)$, so $\mu\to t$ and

$$w_An^{4/3}\to\Big(\frac{\alpha^3}{8\pi}\Big)^{4/3}e^{-4\alpha r/3}\,w_A(\mu=t)\,\big(1+e^{\alpha Rt}\big)^{4/3}.$$

The angular shape tends to a fixed function. It does not become isotropic with distance; its amplitude falls.

The numbers separate the two effects. If the summed tail must stay below $10^{-4}$ of the shell's own mean, degree 21 is needed at $3R$ and 19 at $6R$. With the absolute tolerance, degree 3 is enough at $3R$. Outer pruning therefore rests on how little those shells contribute. For a property with an extra factor $r^m$ in the integrand, with $r$ measured from A, the tails on A's shells are multiplied by the same factor. On B's outer shells the factor depends on angle and matches the shell radius to the power $m$ only roughly: for $m=4$ the tail grows by 0.41 of that amount at $2R$ ($L=7$) and 0.83 at $3R$ ($L=3$). A grid pruned for the energy may then no longer suffice.

## What pruning saves

The test grid has 100 radial shells per atom, at $r=\frac R2\,\frac{1+q}{1-q}$ with $q$ the Gauss–Legendre nodes on $[-1,1]$. The uniform grid gives each the 146-point rule, $2\times100\times146=29\,200$ points in all. The pruned grid gives each shell the smallest rule with positive weights that reaches $L(r)$, so shells needing degree 13 receive the degree-15 rule. It has 5344 points, 18 % as many. This fraction depends on the radial grid; here half the shells lie inside $R/2$. Chebyshev nodes in the same map give 19 %, and 100-shell Mura–Knowles and Treutler–Ahlrichs grids for hydrogen give 22 % and 23 %.

A separate quadrature in prolate spheroidal coordinates, with no atomic shells or partition, gives $E_x=-13.0426$ eV, or $-0.4793$ hartree. All grid energies below use one bond direction, $(0.36,\,0.48,\,0.80)$ in the axes of the Lebedev rules, and the actual errors depend on that choice. Relative to the reference, the uniform grid errs by $-1.1\times10^{-7}$ eV and the pruned grid by $-4.7\times10^{-5}$ eV. The guaranteed limit on the pruned grid's angular error is $3.6\times10^{-3}$ eV. The actual error is much smaller, as a bound that adds magnitudes and ignores cancellation allows; over 43 bond directions it stayed below $2\times10^{-4}$ eV. The 18 % compares two grids that meet the same bound on every shell, not two grids of equal actual error. A uniform grid of 50-point shells, 10 000 points in all, errs by $-3.6\times10^{-5}$ eV in the direction above. Over the 43 directions its root-mean-square error is $1.2\times10^{-4}$ eV, against $9\times10^{-5}$ eV for the pruned grid. Measured that way, the pruned grid uses about 53 % as many points.

Are the inner shells cheap because they hold little energy? Those with $r<R/4$, around both atoms, contribute $-2.68$ eV on this radial grid (the integral over that region is $-2.73$ eV), about 21 % of the total. Lowering their degree from 19 to 7 changes the energy by $-7.8\times10^{-8}$ eV. The same reduction on shells with $R/2<r<3R/2$ changes it by $3.4\times10^{-3}$ eV, over forty thousand times as much. The inner shells matter radially, but have little high-degree angular structure.

## Where the argument needs care

The atoms in this model are spherical. A product of two orbitals on A with angular momenta $l_1$ and $l_2$ can contain degrees up to $l_1+l_2$ from A alone. The length scale of that structure is set by A's own orbitals, not by $R$, so compact $p$ or $d$ functions can demand a higher degree close to the nucleus. A pruning scheme for such matrix elements needs a floor on the inner degree.

Gradient-corrected functionals fall outside the derivation when the density has a cusp at A. The quantity $|\nabla n|^2$ then contains the cosine between the directions from A and from B, $(r^2+s^2-R^2)/(2rs)$, which is not analytic at $r=0$ and tends to $-t$ there. For PBE exchange on the model density, $g_1/g_0$ does not vanish as $r/R$: it is $-6.3\times10^{-4}$ at $r/R=10^{-3}$ and $-6.7\times10^{-4}$ at $10^{-4}$. This odd degree is integrated exactly by the rules used here, and in this model the even components that enter the bound remain very small: $g_4/g_0$ levels off near $-10^{-13}$ as $r\to0$, and at $r/R=0.1$ the degree-3 bound is $2\times10^{-5}$ eV/Å, well inside the tolerance.

The table's radii and degrees also belong to this exponent, bond length, weight and tolerance. At the same $R$ and tolerance the peak degree is 15, 19, 27 and 37 for $\alpha R=2$, 4.8, 10 and 20, reached in each case at radii comparable to $R$. What carries over, for integrands analytic in $r$ and $s$ near A, is the mechanism on the inner shells: the degree-$l$ component vanishes as $(r/R)^l$ when $r\to0$. On a given shell the decrease per degree also depends on the prefactors and can be slower than $r/R$: at $r/R=0.4$ the bound falls by a factor of about 0.42 per degree between $L=3$ and 11 for $\alpha R=4.8$, but only by about 0.5 for $\alpha R=10$ or 20. How far out a small rule remains safe depends on the prefactors, and must be checked for the integrand and accuracy required.

## Calculated quantities

```
density exponent alpha = 4.0 1/angstrom
bond length R = 1.2 angstrom; alpha*R = 4.8
electrons by spheroidal quadrature = 2.00000000
components f_l of exp(-alpha*s), divided by exp(-alpha*R):
 r/R=0.1: l=2 9.340e-02, l=4 1.538e-03, l=8 1.694e-07
 r/R=0.5: l=2 2.653e+00, l=4 9.753e-01, l=8 6.056e-02
large-l law, relative error at r=R/2: l=40 0.1091, l=80 0.0544
shell tolerance = 1e-03 eV/angstrom
r (angstrom), r/R, needed degree, Lebedev points:
 0.06  0.05  3  6
 0.12  0.10  3  6
 0.24  0.20  5  14
 0.36  0.30  7  26
 0.60  0.50  11  50
 0.84  0.70  15  86
 1.02  0.85  17  110
 1.20  1.00  19  146
 1.50  1.25  17  110
 1.80  1.50  15  86
 2.40  2.00  7  26
 3.60  3.00  3  6
peak at tolerance 1e-03 eV/angstrom: degree 19, r = 1.08 to 1.42 angstrom
peak at tolerance 1e-05 eV/angstrom: degree 37, r = 1.20 to 1.22 angstrom
degree for relative tail 1e-4 of the shell mean: r=3R 21, r=6R 19
tail at r=R, even l from 30 to 120:
 no partition weight = 5.300e+01 eV/angstrom
 with partition weight = 3.892e-05 eV/angstrom
reference exchange energy = -13.042578 eV = -0.479306 hartree
radial error, 100 shells per atom = 2.9e-10 eV
unpruned: degree 19, 29200 points (two atoms)
 energy = -13.042578 eV, error = -1.11e-07 eV
pruned: 5344 points (two atoms)
 energy = -13.042625 eV, error = -4.71e-05 eV
 angular error bound = 3.55e-03 eV
points, pruned/unpruned = 0.183
energy from shells r<R/4, both atoms = -2.6821 eV
energy change when the degree is cut to 7:
 only for r<R/4: -7.81e-08 eV
 only for R/2<r<3R/2: 3.36e-03 eV
```
